\section*{Thermally Assisted Source-Drain Tunnelling through a Parabolic Barrier, part 2}

We seek the factor $F$ by which tunnelling raises the ballistic current $I$ of a transistor above its classical value $I_{\rm cl}$. Along $x$, from source to drain, a carrier of effective mass $m$ and charge magnitude $e$ meets the barrier $V(x)=V_0-\frac12m\omega^2x^2$. Energies $E$, the height $V_0$ and the source Fermi level $\mu$ are counted from the source band edge. The algebra is in Gaussian units, with numerical energies in eV or meV. The source occupation is $f(E)=e^{-(E-\mu)/kT}$ unless Fermi occupation is stated, and injection from the drain is neglected.

The crossover temperature $T_c$ is defined by $kT_c=\hbar\omega/2\pi$. Further, $\varepsilon=(E-V_0)/\hbar\omega$, $v=2\pi\varepsilon=(E-V_0)/kT_c$, $r=T_c/T$ and $X=\pi r=\hbar\omega/2kT$. The transmission is
\begin{equation}
\mathcal T(E)=\frac{e^{\pi\varepsilon}}{2\cosh\pi\varepsilon}
=\frac{1}{1+e^{-2\pi\varepsilon}}
=\frac{1}{1+e^{2\pi(V_0-E)/\hbar\omega}} .
\label{T}
\end{equation}
Its semiclassical exponent, with turning points $\pm x_1$, is
\begin{equation}
\frac2\hbar\int_{-x_1}^{x_1}m\omega\sqrt{x_1^2-x^2}\,dx
=\frac{\pi m\omega x_1^2}{\hbar}=\frac{2\pi(V_0-E)}{\hbar\omega},
\label{wkb}
\end{equation}
where $m\omega\sqrt{x_1^2-x^2}=\sqrt{2m(V-E)}$.

For one subband with two spin states, $I=(2e/h)\int\mathcal Tf\,dE$ and $I_{\rm cl}=(2e/h)\,kT\,e^{-(V_0-\mu)/kT}$, so
\begin{equation}
F=r\int\frac{e^{-rv}}{1+e^{-v}}\,dv .
\label{Fint}
\end{equation}
With the band edge ignored, the lower limit is $-\infty$ and
\begin{equation}
F=\frac{\pi r}{\sin\pi r}=\frac{X}{\sin X},\qquad 0<X<\pi .
\label{main}
\end{equation}
At high temperature,
\begin{equation}
F\simeq1+\frac{X^2}{6}=1+\frac{(\hbar\omega)^2}{24(kT)^2}.
\label{wigner}
\end{equation}

For $T>T_c$ the integrand peaks at $v_*=\ln(T/T_c-1)$, and the mean energy obeys $\langle E\rangle-V_0=(\hbar\omega/2)\cot X$. At $T_c$ the integrand is flat far below the top, so (\ref{main}) diverges. The source band edge must therefore be restored.

\subsection{The band edge restored}

Let
\begin{equation}
L=\frac{V_0}{kT_c}=\frac{2\pi V_0}{\hbar\omega}.
\label{L}
\end{equation}
The band edge lies at $v=-L$. We keep the transmission (\ref{T}) of the unlimited parabola down to this energy, which ignores how the join between the barrier and the flat band of the source alters the transmission. Well above $T_c$, where the current flows near the top, this matters little. Near and below $T_c$ the join changes the prefactor of the transmission over the energies that carry the current, in the example below by tens of per cent, so the factors obtained there belong to this model and not to a parabola joined to flat bands. The factor becomes
\begin{equation}
F_L=r\int_{-L}^{\infty}\frac{e^{-rv}}{1+e^{-v}}\,dv ,
\label{FL}
\end{equation}
which is finite at every positive temperature. For $r<1$ it equals (\ref{main}) minus the part with $v<-L$. In that part
\begin{equation}
\frac1{1+e^{-v}}=\frac{e^v}{1+e^v}=\sum_{n=0}^\infty(-1)^ne^{(n+1)v},
\end{equation}
and integration term by term gives
\begin{equation}
F_L=\frac{\pi r}{\sin\pi r}-r\sum_{n=0}^{\infty}(-1)^n\frac{e^{-(n+1-r)L}}{n+1-r}.
\label{series}
\end{equation}
The integral (\ref{FL}) is an analytic function of $r$ for $r>0$. The right side of (\ref{series}) is analytic except at positive integers. Since the two agree for $0<r<1$, they agree for all positive $r$, with the values at integers taken as limits. The individual poles cancel there.

At the crossover itself the integral is elementary:
\begin{equation}
F_L(T_c)=\int_{-L}^\infty\frac{e^{-v}}{1+e^{-v}}dv
=\Bigl[-\ln(1+e^{-v})\Bigr]_{-L}^{\infty}=\ln(1+e^L).
\label{atTc}
\end{equation}
For a high barrier this is $L=V_0/kT_c$: the enhancement is the barrier height counted in units of $kT_c$.

To see how wide the crossover is, put $\delta=1-r$ with $|\delta|\ll1$. Since $\sin\pi r=\sin\pi\delta$, the first term of (\ref{series}) is $r/\delta+r\pi^2\delta/6+\dots$. The $n=0$ term is $-re^{-\delta L}/\delta$, and the later ones are smaller by powers of $e^{-L}$. To leading order,
\begin{equation}
F_L\simeq r\,\frac{1-e^{-\delta L}}{\delta}.
\label{near}
\end{equation}
The relative width in temperature is about $1/L$. For $\delta L\gg1$ the exponential is negligible and (\ref{near}) reduces to $T_c/(T-T_c)$, the form of $X/\sin X$ near its pole. The simple law therefore requires $T-T_c\gg T_c/L$.

Below $T_c$, when both $L\gg1$ and $(r-1)L\gg1$, the integrand near the lower limit is $e^{-(r-1)v}$ and is largest at $v=-L$. Then
\begin{equation}
F_L\simeq\frac{r}{r-1}\,e^{(r-1)L}.
\label{low}
\end{equation}
The classical current contains $e^{-V_0/kT}=e^{-rL}$, so the product contains $e^{-L}$, the transmission of the parabola at the band edge. The carriers no longer climb the barrier. Continuing $X/\sin X$ beyond $X=\pi$ would instead give a negative factor just below $T_c$, which has no meaning for a positive current.

\subsection{A degenerate source}

If $\mu$ lies inside the source band, the Boltzmann tail ends near $\mu$ and not at the band edge. For one subband with Fermi occupation, let $D=(V_0-\mu)/kT_c$. Then $(E-\mu)/kT=r(v+D)$. Division by the Boltzmann form of $I_{\rm cl}$ multiplies the integral by $e^{rD}$. At $T_c$ this gives
\begin{equation}
F_D(T_c)=e^D\int_{-\infty}^{\infty}\frac{dv}{(1+e^{-v})(1+e^{v+D})} .
\end{equation}
With $y=e^v$ and $Q=e^D$, the integrand becomes rational, and partial fractions give
\begin{equation}
\begin{split}
\int_0^\infty\!\frac{dy}{(1+y)(1+Qy)}
&=\frac1{Q-1}\int_0^\infty\!\Bigl(\frac{Q}{1+Qy}-\frac1{1+y}\Bigr)dy\\
&=\frac{\ln Q}{Q-1}.
\end{split}
\end{equation}
Therefore
\begin{equation}
F_D(T_c)=\frac{D}{1-e^{-D}} .
\label{fermi}
\end{equation}
Again the factor is close to the length of the available energy interval, now $V_0-\mu$, in units of $kT_c$. The lower limit $-\infty$ includes energies below the source edge. Since $f\le1$ and $\mathcal T\le e^v$, their contribution is at most $e^{D-L}=e^{-\mu/kT_c}$. This is negligible when $\mu$ exceeds the edge by several $kT_c$. For $D\gg1$ it is small compared with (\ref{fermi}) even when $\mu$ lies at the edge.

\subsection{Subthreshold swing}

Suppose that the gate shifts $V_0$ with ideal coupling, so that a gate-voltage change $dV_G$ lowers $V_0$ by $e\,dV_G$. The swing is then $S=(\ln10/e)\,/\,|d\ln I/dV_0|$. At fixed $\omega$, the factor (\ref{main}) does not depend on $V_0$, while (\ref{low}) changes the exponent. The two limits are
\begin{equation}
S=\frac{kT}{e}\ln10\ \ (T\gg T_c),\qquad
S=\frac{kT_c}{e}\ln10\ \ (T\ll T_c),
\label{swing}
\end{equation}
where in practice the distance from $T_c$ need only be large compared with $T_c/L$. Tunnelling can nearly double the current and leave the swing thermal, because it multiplies the current by a factor independent of gate voltage. At $T_c$ itself $I\propto Le^{-L}$ for large $L$, and $S=(kT_c/e)\ln10/(1-1/L)$.

If the gate also changes $\omega$, there is a further term. Let the width at the source edge be fixed, so that $\omega\propto\sqrt{V_0}$ and $dX/dV_0=X/2V_0$. From (\ref{main}),
\begin{equation}
\frac{d\ln F}{dV_0}=\Bigl(\frac1X-\cot X\Bigr)\frac{X}{2V_0}=\frac{1-X\cot X}{2V_0}.
\label{widthterm}
\end{equation}
This is positive for $0<X<\pi$ and opposes the $-1/kT$ from the classical current, so the swing is degraded. A higher barrier of the same width is more sharply curved and easier to tunnel through in relation to its height. Far below $T_c$ the effect is stronger. The current then varies mainly as $e^{-L}$, and at fixed width $L\propto V_0/\omega\propto\sqrt{V_0}$, so $dL/dV_0=L/2V_0=1/2kT_c$. For large $L$ the swing therefore tends to $2(kT_c/e)\ln10$, twice the low-temperature limit in (\ref{swing}).

\subsection{A worked example}

Take $m$ equal to $0.2$ electron masses, $V_0=0.30$ eV and $\mu=-0.05$ eV. Let the parabola meet the source edge at $x=\pm w/2$ with $w=10$ nm. The condition $V_0=\frac12m\omega^2(w/2)^2$ gives
\begin{equation}
\hbar\omega=\frac2w\sqrt{\frac{2V_0\hbar^2}{m}}=95.62\ \hbox{meV}.
\label{hw}
\end{equation}
Then $kT_c=95.62/2\pi=15.22$ meV, or $T_c=176.6$ K, and $L=300/15.22=19.71$.

At 300 K, $kT=25.85$ meV and
\begin{equation}
X=\frac{95.62}{2\times25.85}=1.850,\qquad \frac{X}{\sin X}=1.924 .
\end{equation}
In the cut-off model (\ref{FL}) the band edge changes this only to $1.923$. The high-temperature form (\ref{wigner}) gives $1.57$ and is already too small. The classical current of $2.64$ pA rises to $2.642\times1.923=5.08$ pA.

Of this current, $60.3\%$ flows below the top. The rest, about $2.0$ pA, is less than the classical current because carriers above the top are partly reflected. The integrand peaks at $15.22\ln(300/176.6-1)=-5.5$ meV from the top, and the mean energy lies $13.7$ meV below it.

In the cut-off model the swing at fixed $\omega$ is $59.5$ mV/decade at 300 K, equal to the classical value at this precision. At 100 K it is $35.0$ mV/decade, the limit set by $kT_c$. If instead the width is fixed, $\cot X=-13.68/47.81=-0.286$ and $1-X\cot X=1.53$. Relative to $1/kT$, the term (\ref{widthterm}) is $1.53\times25.85/600=0.066$. The swing at 300 K then rises to about $59.5/0.934\simeq64$ mV/decade.

For a degenerate source with $V_0-\mu=0.25$ eV, $D=250/15.22=16.4$, and (\ref{fermi}) gives a factor of $16.4$ at $T_c$. The Fermi level is then 50 meV above the edge, and the neglected limit changes the factor by at most $e^{-50/15.22}\simeq0.04$.

Shortening the barrier raises $T_c$, since (\ref{hw}) gives $T_c\propto1/w$ at fixed height. It reaches 300 K at $w=5.9$ nm. At $w=6$ nm, $X/\sin X$ is $52$ at 300 K, while the cut-off model (\ref{FL}) gives $10.4$. So close to $T_c$ this value fixes the order of magnitude only, because the neglected join with the flat bands alters it appreciably. At 20 nm both are $1.16$.

\subsection{Dependence on barrier shape}

A real barrier is parabolic only near its top, and its transmission at low energy can differ greatly from that of the parabola. As an example with gradual edges, take $V=V_0/\cosh^2(x/a)$. Near the top this is $V_0(1-x^2/a^2)$, so $a=w/2$ gives the same height and curvature. Let $S_E$ be its semiclassical exponent, defined as on the left of (\ref{wkb}). With $u=\sinh(x/a)$,
\begin{equation}
-\frac{dS_E}{dE}=\frac{\sqrt{2m}}{\hbar}\int\frac{dx}{\sqrt{V-E}}
=\frac{\sqrt{2m}\,a}{\hbar}\int\frac{du}{\sqrt{V_0-E-Eu^2}}
=\frac{\pi a\sqrt{2m}}{\hbar\sqrt E}.
\end{equation}
Integrating from $E$ to $V_0$, where $S_E=0$, and using $a=\sqrt{2V_0/m}/\omega$, we obtain
\begin{equation}
S_E=2L(1-\eta),\qquad \eta=\sqrt{E/V_0}.
\end{equation}
The parabola has $L(1-\eta^2)$, which is smaller by $L(1-\eta)^2$. At $T_c$ the Boltzmann factor relative to the top is $e^{L(1-\eta^2)}$, so the flat integrand of the parabola is replaced by $e^{-L(1-\eta)^2}$. With $dE/kT_c=2L\eta\,d\eta$, the leading estimate for large $L$ is
\begin{equation}
F(T_c)\simeq2L\int_0^\infty e^{-Lz^2}dz=\sqrt{\pi L},\qquad z=1-\eta .
\label{root}
\end{equation}
Here the factor $\eta=1-z$ has been replaced by 1; keeping it lowers the estimate to $\sqrt{\pi L}-1$. In the example these are $7.9$ and $6.9$. Direct solution of the wave equation for this barrier gives $7.7$, against $19.7$ for the cut-off parabola. Its closeness to $7.9$ is partly a cancellation between this term and corrections of relative order $1/L$ to the semiclassical transmission. The two barriers have the same $T_c$, but the size of the factor there depends on the whole barrier.

The curvature at the top does not always locate the crossover. Relative to the top, carriers near the source edge contribute with the exponential weight $e^{V_0/kT-S_0}$, where $S_0$ is $S_E$ at $E=0$. This is large when $kT$ is well below $V_0/S_0$, a temperature that exceeds $T_c$ if $S_0<L$. A gated barrier with a flat top and steep sides can be of this kind: its small curvature gives a low $T_c$, while tunnelling far below the top already dominates at higher temperatures. For such a barrier $X/\sin X$ can fail badly even when $T>T_c$.

The numerical output shows where the simple law can be used in this example. At 300 K the smooth barrier gives $1.88$, about $2\%$ below $X/\sin X$. At 400 K it gives $1.43$, slightly above the parabola's $1.41$, so the difference has no fixed sign. At 200 K the three values are $7.7$ for $X/\sin X$, $7.0$ for the cut-off parabola and $4.6$ for the smooth barrier. At 100 K the last two differ by nearly three orders of magnitude. The low-temperature results (\ref{low}) and (\ref{swing}) therefore belong to the cut-off model (\ref{FL}) and should not be carried over to a barrier with gradual edges; even for a parabola with abrupt edges the prefactor in (\ref{low}) depends on the join.

\section*{Numbers as computed}
\begin{verbatim}
Transmission of the parabola: eps, from wave equation, from formula
  -0.50  0.04142  0.04142
  -0.20  0.22155  0.22155
   0.00  0.50000  0.50000
   0.30  0.86818  0.86818
Mass = 0.2 electron masses; barrier height V0 = 0.30 eV
Width at source edge = 10.0 nm; mu = -0.05 eV from edge
hbar w = 95.62 meV; k Tc = 15.22 meV
Crossover temperature Tc = 176.6 K; 2 Tc = 353.2 K
L = 2 pi V0/(hbar w) = 19.71
At 300 K: kT = 25.85 meV, X = 1.8495
  X/sin X = 1.9237; with band edge = 1.9232
  high-temperature form 1 + X^2/6 = 1.5701
  share of current below barrier top = 60.3 %
  integrand peak = -5.46 meV from top
  mean energy = -13.68 meV from top
  classical current = 2.642 pA
  current with tunnelling = 5.081 pA
  classical swing = 59.53 mV/decade
Low-temperature swing (k Tc/e) ln 10 = 35.04 mV/decade
T (K), X/sin X, parabola with edge, sech^2 barrier, swing (mV/decade)
  400.0     1.411       1.4108     1.4281   79.37
  300.0     1.924       1.9232     1.8818   59.54
  250.0     2.785       2.7774     2.5223   49.66
  200.0     7.723       6.9702     4.5628   40.26
  176.6   invalid       19.712     7.6941   36.92
  150.0   invalid       212.11     21.995   35.25
  100.0   invalid   8.3404e+06     9386.8   35.04
Width (nm), hbar w (meV), Tc (K), X/sin X and edge factor at 300 K
   6.0  159.37  294.3   52.122   10.433
   8.0  119.53  220.8    3.133    3.090
  10.0   95.62  176.6    1.924    1.923
  15.0   63.75  117.7    1.307    1.307
  20.0   47.81   88.3    1.158    1.158
Width at which Tc = 300 K: 5.89 nm
Degenerate source, V0 - mu = 0.25 eV: D = 16.43
  factor at Tc = 16.43
\end{verbatim}
